# Time to near saturation for one-site and two-site irreversible adsorption

## Problem

A clean surface carries a fixed set of equivalent adsorption sites. At $t=0$ it is exposed to a gas at constant pressure and temperature. Let $\theta$ be the fraction of sites that are occupied and $x=1-\theta$ the fraction still free, so that $x=1$ at the start. Nothing desorbs. Two rate laws are proposed:

$$\frac{d\theta}{dt}=\frac{x}{\tau}\quad\text{(linear)},\qquad \frac{d\theta}{dt}=\frac{x^2}{\tau}\quad\text{(quadratic)}.$$

Setting $x=1$ shows what $\tau$ means: in each law, $1/\tau$ is the initial rate of change of $\theta$. It is the time in which the surface would fill if the initial rate never slackened.

(a) How many characteristic times $\tau$ does each law need to reach $\theta=0.99$?

(b) What are these times in seconds for a precursor dose in atomic layer deposition, if each molecule consumes one site or two?

(c) Under what conditions can the two laws be trusted up to 99 percent?

The laws come from counting successful events. If a molecule needs one site and arrives at a random one, it finds that site free with probability $x$. If it needs two sites, and the free sites are randomly mixed among a large number of sites, both are free with probability $x\cdot x=x^2$. The second statement is a mean-field assumption, and part (c) returns to it.

## First estimate by scaling

Both laws have the form $dx/dt=-x^n/\tau$, with $n=1$ or $2$. The minus sign appears because $x=1-\theta$ falls as $\theta$ rises. The time in which $x$ changes by an amount comparable with itself is

$$t_{\rm local}=\frac{x}{|dx/dt|}=\tau\,x^{1-n}.$$

For $n=1$ this is $\tau$ at every stage. For $n=2$ it is $\tau/x$, which grows as the surface fills and equals $100\,\tau$ at $x=0.01$. The linear law should therefore need a few $\tau$, and the quadratic law about $100\,\tau$, most of it spent near the end.

Counting halvings turns this into bounds. While $x$ falls from some value $x_0$ to $x_0/2$, the rate lies between its starting value $x_0^n/\tau$ and its final value $(x_0/2)^n/\tau$. The amount to be consumed is $x_0/2$. Dividing this amount by the two rates gives

$$n=1:\ \frac{\tau}{2}<\Delta t<\tau,\qquad n=2:\ \frac{\tau}{2x_0}<\Delta t<\frac{2\tau}{x_0}.$$

Reaching $x=1/100$ takes more than six halvings and fewer than seven, since $2^6=64$ and $2^7=128$. For the linear law the total time therefore lies between $6\times\tau/2=3\tau$ and $7\tau$.

For the quadratic law the halvings start from $x_0=1,\tfrac12,\tfrac14,\dots$, so $1/x_0=1,2,4,\dots$. Six halvings give the lower bound $\tfrac12(1+2+\dots+32)\tau=31.5\,\tau$. Seven give the upper bound $2(1+2+\dots+64)\tau=254\,\tau$. The local estimate of $100\,\tau$ lies between them.

## Exact solution

Separate the variables by dividing by $x^n$ and multiplying by $dt$:

$$\frac{dx}{x^n}=-\frac{dt}{\tau}.$$

Integrate from the start, where the free fraction is 1, to time $t$, where it is $x$. Exchanging the limits on the left removes the minus sign:

$$\frac{t}{\tau}=\int_x^1\frac{dx'}{x'^{\,n}}.$$

**Linear law.** The antiderivative of $1/x'$ is $\ln x'$, so

$$\frac{t}{\tau}=\ln 1-\ln x=\ln\frac1x,\qquad \theta=1-e^{-t/\tau}.$$

At $x=0.01$ the time is

$$t_{99}=\tau\ln 100=4.605\,\tau .$$

**Quadratic law.** The antiderivative of $1/x'^2$ is $-1/x'$, so

$$\frac{t}{\tau}=-1+\frac1x .$$

Hence $1/x=1+t/\tau$, and

$$\theta=1-\frac{1}{1+t/\tau}=\frac{t/\tau}{1+t/\tau}.$$

At $x=0.01$ the time is

$$t_{99}=(100-1)\,\tau=99\,\tau .$$

This answers part (a). At equal initial rate the quadratic law takes 21.5 times as long.

## Comparison of estimate and solution

The linear result lies inside the estimated range from $3\tau$ to $7\tau$. The exact time for one halving is $\tau\ln2=0.693\,\tau$, between the bounds $\tau/2$ and $\tau$, and it is the same for every halving.

For the quadratic law the local estimate was $\tau/x$, while the exact time is $\tau/x-\tau$. The difference of one $\tau$ comes from the starting condition: the surface begins at $x=1$, not at infinite $x$. At 99 percent saturation the estimate is thus only about 1 percent too long. At half saturation the same estimate gives $2\tau$ instead of $\tau$, so it is good only when $x\ll1$.

The solutions also show where the time goes. Going from 90 to 99 percent reduces $x$ tenfold, from 0.1 to 0.01. This costs

$$\tau\ln\frac{0.1}{0.01}=2.303\,\tau\quad\text{or}\quad \left(\frac1{0.01}-\frac1{0.1}\right)\tau=90\,\tau .$$

The linear law spends half its total time on this last stretch; the quadratic law spends $90/99$, or 91 percent. If both surfaces are stopped at $4.605\,\tau$, when the linear one has reached 99 percent, the quadratic one stands at 82.2 percent.

The start looks quite different. For $t\ll\tau$, expanding the two solutions gives

$$\theta_{\rm lin}\approx\frac t\tau-\frac12\left(\frac t\tau\right)^2,\qquad \theta_{\rm quad}\approx\frac t\tau-\left(\frac t\tau\right)^2 .$$

The first terms agree by the definition of $\tau$, so the initial slope cannot tell the laws apart. Data extending to small $x$ can: $\ln x$ is a straight line in time for the linear law, and $1/x$ is one for the quadratic law.

The numbers 4.605 and 99 belong to this definition of $\tau$. If each time is measured instead in units of its own half-saturation time, $0.693\,\tau$ or $\tau$, the results become 6.64 and 99.

## A precursor dose in seconds

Consider trimethylaluminium reacting with a flat, hydroxylated oxide. A site is a surface hydroxyl group that the precursor can consume. The rough input values are a precursor pressure $p=0.10$ Torr, a temperature $T=473$ K, a site density $N=5.0$ per nm² and a reaction probability $s=0.0010$ per impact on the fresh surface. The gas is taken as monomer, with molar mass 72.1 g/mol.

The impact rate follows from the Maxwell distribution. Let $n_g=p/(k_BT)$ be the number density of the gas, $m$ the molecular mass and $v$ the velocity component towards the surface. Only $v>0$ contributes, so the flux is

$$J=n_g\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv .$$

The integral equals $k_BT/m$, because the integrand is the derivative of $-(k_BT/m)e^{-mv^2/(2k_BT)}$. Therefore

$$J=n_g\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi m k_BT}} .$$

With the inputs converted to SI units, $J=1.90\times10^5$ impacts per nm² per second. A fraction $s$ of these react on the fresh surface, which gives $sJ=190$ events per nm² per second.

Each event fills $n$ sites. The initial rate of change of $\theta$ is therefore $nsJ/N$, and

$$\tau_n=\frac{N}{nsJ},\qquad \tau_1=\frac{5.0}{190}\ \text{s}=0.026\ \text{s},\qquad \tau_2=\frac{5.0}{2\times190}\ \text{s}=0.013\ \text{s}.$$

The times to 99 percent are

$$4.605\,\tau_1=0.12\ \text{s},\qquad 99\,\tau_2=1.3\ \text{s}.$$

This answers part (b) for the two idealized laws; the last section explains why a real surface with this site density cannot follow the linear law to 99 percent. The ratio is now 10.75 rather than 21.5, because $s$, $J$ and $N$ were held fixed instead of the initial rate. A two-site event covers the fresh surface twice as fast, which halves $\tau$ but leaves the slow tail. The tail arises only if both free sites are needed at the same moment. If a molecule binds to one site and afterwards takes a free neighbour when there is one, every free site is still consumed at a rate of at least $1/\tau_1$, and 99 percent is reached within $4.605\,\tau_1=0.12$ s.

## When free pairs run out

The factor $x^2$ requires the free sites to remain randomly mixed, for instance because each molecule splits on adsorption and its parts move quickly and independently between events. Motion alone is not enough: if a molecule stays bound to two neighbouring sites, every occupied site keeps an occupied neighbour, and the sites are not randomly mixed. Such mobile pairs still fill the surface, and faster. On a ring, $x$ free sites and $(1-x)/2$ bound pairs per site are arranged at random, so two neighbours are both free with probability $2x^2/(1+x)$, and 99 percent takes $\tfrac12(99+\ln100)\,\tau\approx52\,\tau$. Suppose instead that nothing moves and that a molecule can use only two neighbouring sites. A free site whose neighbours are all occupied is then stranded.

A ring of sites shows this without approximation. Let every neighbouring pair be tried at rate $r$, and let $E_k$ be the probability that $k$ given consecutive sites are all free. Such a block is spoiled by an event on any of its $k-1$ internal pairs. It is also spoiled by an event on either pair crossing its ends, which requires the next site outside to be free. On a long ring,

$$\frac{dE_k}{dt}=-r\left[(k-1)E_k+2E_{k+1}\right].$$

Try $E_k=x\,e^{-(k-1)rt}$, where $x=E_1$. The left side becomes $e^{-(k-1)rt}\,[dx/dt-(k-1)rx]$, and the right side becomes $e^{-(k-1)rt}\,[-(k-1)rx-2rx\,e^{-rt}]$. They agree for every $k$ if

$$\frac{dx}{dt}=-2r\,x\,e^{-rt}.$$

The trial form also gives $E_k=1$ at $t=0$, as it must. Dividing by $x$ and integrating gives

$$x=\exp\left[-2\left(1-e^{-rt}\right)\right].$$

The initial rate is $2r$, so $r=1/(2\tau)$. As $t\to\infty$, the free fraction tends to $e^{-2}$, not to zero. Since $e^2<10$, more than one tenth of the sites stay free, and 99 percent is never reached.

For a surface, a square lattice is a closer model. A random simulation used $400\times400$ sites with periodic edges and four neighbours per site. Each neighbouring pair was tried at a random time drawn from an exponential distribution with rate $1/(4\tau)$, and was filled if both sites were free. There are two pairs per site and each event fills two sites, so the initial rate is $2\times2/(4\tau)=1/\tau$, as required.

In one run the coverage was 52.1 percent at $t=\tau$ and 90.6 percent when no free pairs were left. Single runs of this size scatter by up to about 0.1 percentage point; averaged over many runs the values are 52.0 and 90.7 percent. The first figure slightly exceeds the 50 percent of the quadratic law. The early part of this lead can be derived. A given pair of neighbours is touched by seven pairs, namely itself and three more at each end, so the probability that it is free starts to fall at the rate $7/(4\tau)$. Random mixing makes $x^2$ fall at $2/\tau=8/(4\tau)$. Fixed neighbours therefore run ahead at first, and fall behind later when free sites become isolated.

A one-site reaction can fill stranded sites. Its effect on the tail is easiest to calculate for randomly mixed sites, where none are stranded, so the times below do not apply to the fixed lattice. Let a fraction $a$ of the initial rate be linear and the rest quadratic:

$$\frac{dx}{dt}=-\frac{ax+(1-a)x^2}{\tau},\qquad 0<a<1 .$$

Separation of variables gives $t/\tau=\int_x^1 dx'/\{x'[a+(1-a)x']\}$. The integrand can be split as

$$\frac{1}{x'[a+(1-a)x']}=\frac1a\left[\frac1{x'}-\frac{1-a}{a+(1-a)x'}\right].$$

Integrating each part, and using $a+(1-a)=1$ at the upper limit, gives

$$\frac t\tau=\frac1a\ln\frac{a+(1-a)x}{x}=\frac1a\ln\left[1+a\left(\frac1x-1\right)\right].$$

For $a\to1$ this becomes $\ln(1/x)$. For $a\to0$ at fixed $x$, $\ln(1+u)\approx u$ gives $1/x-1$. The linear part controls the tail once $ax>(1-a)x^2$, that is, once $x<a/(1-a)$. At 99 percent saturation, a one-site share of only 1 percent of the initial rate already supplies about half of the final rate.

## Desorption and gas supply

**Desorption.** Add a loss term $-k_d\theta^n$ to $d\theta/dt$; for $n=2$ this means that two adsorbed partners must meet to leave. A molecule that stays bound to both sites would instead leave at a rate proportional to $\theta$, which differs little from $\theta^2$ near full coverage. Its free sites, however, are paired more often than $x^2$ implies, so the steady free fraction is smaller than found below and the two-site threshold barrier is a few hundredths of an eV lower. The loss term describes a precursor that can leave intact; it does not apply once methane has been released and carried away. In the steady state $x^n/\tau=k_d\theta^n$, so

$$\frac{x}{\theta}=(k_d\tau)^{1/n}.$$

Take $k_d=\nu e^{-E/(k_BT)}$ with a rough barrier $E=1.8$ eV and a prefactor $\nu=10^{13}$ per second. Then $k_d=6.6\times10^{-7}$ per second. The steady free fractions are about $2\times10^{-6}$ percent for the linear law and $0.009$ percent for the quadratic law, both far below the 1 percent target.

Because $k_d\tau\ll1$, the square root makes the steady free fraction much larger in the two-site case, although it varies more slowly with the barrier. To leave 1 percent free in the steady state, $k_d\tau$ must equal $(0.01/0.99)^n$. Solving $E=k_BT\ln(\nu/k_d)$ gives barriers of 1.26 eV for $n=1$ and 1.42 eV for $n=2$. Below these thresholds, with the other inputs fixed, 99 percent is out of reach for the two rate laws; just above them it is reached only with a considerable delay.

**Gas supply.** Suppose the precursor must diffuse through a stagnant layer of nitrogen carrier gas at about 1 Torr. Take a thickness $L=1.0$ cm and a diffusivity $D=150$ cm²/s, both rough values. Let $n_s$ be its density at the surface. In quasi-steady flow, supply equals consumption:

$$\frac{D(n_g-n_s)}{L}=s\,x^n\frac{J}{n_g}\,n_s .$$

Solving for the density ratio gives

$$\frac{n_s}{n_g}=\frac{1}{1+Bx^n},\qquad B=\frac{sJL}{n_gD}=0.062 .$$

The adsorption rate is reduced by this ratio. If $\tau$ keeps its value for undepleted gas, the time becomes

$$\frac t\tau=\int_x^1\frac{1+Bx'^{\,n}}{x'^{\,n}}\,dx'=\int_x^1\frac{dx'}{x'^{\,n}}+B(1-x).$$

The delay at 99 percent is $0.99B\tau=0.06\,\tau$ in both cases. Relative to the undepleted times, it is 1.3 percent for the linear law and 0.06 percent for the quadratic law.

The diffusion time $L^2/D=0.0067$ s is about a quarter of $\tau_1$ and half of $\tau_2$, so the quasi-steady calculation is rough during early growth. If the layer initially contains no precursor, filling it adds a delay of about $L^2/(2D)=0.0033$ s when consumption is weak, as it is here. That is about 3 percent of the linear 99 percent time, more than the depletion delay itself.

## What the times mean for a real dose

Trimethylaluminium can react with one hydroxyl or with two, which leaves two methyl groups or one on the aluminium. Both steps are possible, but at 5.0 sites per nm² the linear law cannot hold up to 99 percent. It would leave almost 10 methyl groups per nm², whereas close-packed discs 0.40 nm across, roughly the size of a methyl group, number only about 7 per nm². For discs of this size, crowding would stop a purely one-site reaction near 70 percent at the latest, so 0.12 s is a property of the idealized law and not a recommended dose. The calculated times depend directly on the rough value of $s$: a tenfold smaller $s$ makes both ten times longer. Real hydroxyls are unequally spaced, and methyl groups left on the surface can shield some of them. For the two-site law, random mixing is not expected: an aluminium atom that bridges two hydroxyls stays bound to neighbouring sites, and it can take them one after the other, so 1.3 s is likewise a property of the idealized law. If the sites are fixed and only neighbouring pairs react, the square-lattice model changes the answer from 99 percent after 1.3 s to a final coverage of about 90.7 percent, however long the dose. Extending the dose helps while free pairs remain or can still form, or if a one-site reaction is open; otherwise it cannot fill the stranded sites. In deep, narrow features the local pressure also varies with depth, and the flat-surface times no longer apply.
